# Term energies of p² from Gaunt coefficients, with carbon and silicon compared: test program

```python
"""
Result under test: two equivalent p electrons have the term energies
    E(3P) = F0 - 5 F2,  E(1D) = F0 + F2,  E(1S) = F0 + 10 F2,
so (1S-1D)/(1D-3P) = 3/2 within one configuration without spin-orbit coupling.
F0 = F^0 and F2 = F^2/25, where F^k are Slater radial integrals.
c^k(m,m') are Gaunt coefficients for l = l' = 1, Condon-Shortley phases.
Also tested: mixing of s2p2 with p4 has strength K for 3P and 1D and 2K for
1S, K = G^1(s,p)/3, which lowers the interval ratio.
Carbon and silicon are computed in the cc-pVDZ basis. Energies in hartree.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.special import lpmv
from pyscf import ao2mo, fci, gto, mcscf, scf
from pyscf.fci import cistring

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
M_VALUES = (1, 0, -1)
TERM_COEFFICIENTS = {"3P": -5, "1D": 1, "1S": 10}


# ---------- angular part: Gaunt coefficients by quadrature ----------
def theta_function(l, m, x):
    """Polar factor of Y_lm, normalized on -1 < x < 1."""
    a = abs(m)
    norm = sqrt((2*l + 1)/2*factorial(l - a)/factorial(l + a))
    phase = (-1)**a if m < 0 else 1
    return phase*norm*lpmv(a, l, x)


def gaunt(k, m, mp):
    if abs(m - mp) > k:
        return 0.0
    x, w = np.polynomial.legendre.leggauss(20)
    product = (theta_function(1, m, x)*theta_function(k, m - mp, x)
               * theta_function(1, mp, x))
    return sqrt(2/(2*k + 1))*float(w @ product)


def repulsion_matrix(k):
    """Coefficient of F^k in the 9 x 9 matrix over orbital products."""
    pairs = [(a, b) for a in M_VALUES for b in M_VALUES]
    matrix = np.zeros((9, 9))
    for i, (a, b) in enumerate(pairs):
        for j, (c, d) in enumerate(pairs):
            if a + b == c + d:
                matrix[i, j] = gaunt(k, a, c)*gaunt(k, d, b)
    return matrix


c2 = {(a, b): gaunt(2, a, b) for a in M_VALUES for b in M_VALUES}
expected_c2 = {(1, 1): -1, (-1, -1): -1, (0, 0): 2, (1, 0): sqrt(3),
               (-1, 0): sqrt(3), (0, 1): -sqrt(3), (0, -1): -sqrt(3),
               (1, -1): -sqrt(6), (-1, 1): -sqrt(6)}
for key, value in expected_c2.items():
    assert abs(5*c2[key] - value) < 1e-12

one = np.eye(3)
lz = np.diag([1.0, 0.0, -1.0])
lplus = sqrt(2)*np.diag([1.0, 1.0], 1)
Lz = np.kron(lz, one) + np.kron(one, lz)
Lplus = np.kron(lplus, one) + np.kron(one, lplus)
Lsquared = Lplus.T @ Lplus + Lz @ Lz + Lz
eigenvalues, vectors = np.linalg.eigh(Lsquared)
swap = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        swap[3*i + j, 3*j + i] = 1
V0, V2 = repulsion_matrix(0), repulsion_matrix(2)
assert np.allclose(V0, np.eye(9), atol=1e-12)
for label, L, exchange in (("1S", 0, 1), ("3P", 1, -1), ("1D", 2, 1)):
    v = vectors[:, abs(eigenvalues - L*(L + 1)) < 1e-9]
    assert v.shape[1] == 2*L + 1
    assert np.allclose(swap @ v, exchange*v, atol=1e-12)
    assert np.allclose(25*V2 @ v, TERM_COEFFICIENTS[label]*v, atol=1e-11)

# Diagonal-sum evaluation, in units of F2
sum_D = 25*c2[1, 1]**2
direct_P = 25*c2[1, 1]*c2[0, 0]
exchange_P = 25*c2[1, 0]**2
sum_P = direct_P - exchange_P
trace_0 = 25*(2*c2[1, 1]*c2[-1, -1] + c2[0, 0]**2)
sum_S = trace_0 - sum_P - sum_D
assert np.allclose([sum_P, sum_D, sum_S], [-5, 1, 10], atol=1e-11)

print("5 c2(1,1), 5 c2(0,0): %.6f, %.6f" % (5*c2[1, 1], 5*c2[0, 0]))
print("5 c2(1,0), 5 c2(1,-1): %.6f, %.6f" % (5*c2[1, 0], 5*c2[1, -1]))
print("3P direct and exchange parts / F2: %.4f, %.4f" % (direct_P, exchange_P))
print("ML=MS=0 trace of F2 part / F2: %.4f" % trace_0)
print("F2 coefficients 3P, 1D, 1S: %.4f, %.4f, %.4f" % (sum_P, sum_D, sum_S))
print("single-configuration ratio: %.6f" % ((sum_S-sum_D)/(sum_D-sum_P)))


# ---------- atoms: radial integrals and configuration interaction ----------
def average_orbitals(symbol):
    """Orbitals minimizing the mean energy of all 15 p2 states."""
    mol = gto.M(atom=symbol + " 0 0 0", basis="cc-pvdz", spin=0, verbose=0)
    ncore = (mol.nelectron - 2)//2
    occupation = np.zeros(mol.nao_nr())
    occupation[:ncore] = 2
    occupation[ncore:ncore + 3] = 2/3
    mf = scf.RHF(mol)
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
    mf.conv_tol = 1e-11
    mf.kernel()
    mc = mcscf.CASSCF(mf, 3, (1, 1))
    # Three MS=0 triplet roots stand for all nine 3P states.
    mc = mc.state_average_([3/15]*3 + [1/15]*6)
    mc.conv_tol = 1e-10
    mc.conv_tol_grad = 1e-5
    mc.max_cycle_macro = 100
    mc.kernel(mf.mo_coeff)
    assert mc.converged
    return mol, mc.mo_coeff, ncore


def slater_integral(k, density, r):
    """Double radial integral of density(r) density(r') r<^k/r>^(k+1)."""
    x = np.log(r)
    inner = CubicSpline(x, density*r**(k + 1)).antiderivative()(x)
    outer = CubicSpline(x, density*inner/r**k)
    return 2*float(outer.integrate(x[0], x[-1]))


def radial_integrals(mol, s_orbital, p_orbitals):
    r = np.geomspace(1e-5, 40, 4000)
    points = np.zeros((r.size, 3))
    points[:, 2] = r
    ao = mol.eval_gto("GTOval_sph", points)
    Rs = sqrt(4*pi)*(ao @ s_orbital)
    p_values = ao @ p_orbitals
    direction = p_values[np.argmax(np.linalg.norm(p_values, axis=1))]
    direction = direction/np.linalg.norm(direction)
    Rp = sqrt(4*pi/3)*(p_values @ direction)
    norm = CubicSpline(np.log(r), Rp**2*r**3).integrate(np.log(r[0]),
                                                        np.log(r[-1]))
    assert abs(norm - 1) < 1e-6
    pp, sp = Rp**2*r**2, Rs*Rp*r**2
    return (slater_integral(0, pp, r), slater_integral(2, pp, r)/25,
            slater_integral(1, sp, r))


def valence_integrals(mol, core, orbitals):
    dm = 2*core @ core.T
    h = scf.hf.get_hcore(mol) + scf.hf.get_veff(mol, dm)
    n = orbitals.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n)
    return orbitals.T @ h @ orbitals, eri


def full_matrix(h, eri, nelec):
    """Determinant Hamiltonian, column by column."""
    n = len(h)
    shape = tuple(len(cistring.make_strings(range(n), q)) for q in nelec)
    operator = fci.direct_spin1.absorb_h1e(h, eri, n, nelec, 0.5)
    columns = []
    for unit in np.eye(shape[0]*shape[1]):
        result = fci.direct_spin1.contract_2e(operator, unit.reshape(shape),
                                             n, nelec)
        columns.append(np.asarray(result).ravel())
    return np.array(columns).T


def full_ci_terms(h, eri):
    """3P, 1D, 1S energies; orbital 0 is valence s, 1 to 3 are valence p."""
    n = len(h)
    strings = {q: [int(s) for s in cistring.make_strings(range(n), q)]
               for q in (1, 2, 3)}
    guess = np.zeros((len(strings[3]), n))
    guess[strings[3].index(7), strings[1].index(1)] = 1
    triplet = fci.direct_spin1.FCISolver()
    triplet.conv_tol, triplet.max_cycle = 1e-10, 200
    e_triplet, c_triplet = triplet.kernel(h, eri, n, (3, 1), ci0=guess)
    assert abs(fci.spin_op.spin_square(c_triplet, n, (3, 1))[0] - 2) < 1e-4

    guesses = []
    for i in range(1, 4):
        for j in range(i, 4):
            c = np.zeros((len(strings[2]),)*2)
            a, b = (strings[2].index(1 | (1 << q)) for q in (i, j))
            c[a, b] = c[b, a] = 1
            guesses.append(c/np.linalg.norm(c))
    singlet = fci.direct_spin1.FCISolver()
    singlet.conv_tol, singlet.max_cycle, singlet.max_space = 1e-10, 200, 30
    singlet = fci.addons.fix_spin_(singlet, shift=0.5, ss=0)
    energies, states = singlet.kernel(h, eri, n, (2, 2), ci0=guesses, nroots=6)
    for state in states:
        assert abs(fci.spin_op.spin_square(state, n, (2, 2))[0]) < 1e-4
    order = np.sort(energies)
    assert np.ptp(order[:5]) < 1e-5 and order[5] - order[4] > 1e-3
    return np.array([float(e_triplet), order[:5].mean(), order[5]])


def print_intervals(label, terms):
    first, second = np.diff(terms)*HARTREE_EV
    print("%s: 1D-3P %.4f eV, 1S-1D %.4f eV, ratio %.4f"
          % (label, first, second, second/first))


# Rough measured intervals in eV, with half a unit of the last kept digit.
rough_data = {"C": ((1.3, 0.05), (1.4, 0.05)),
              "Si": ((0.76, 0.005), (1.1, 0.05))}

for symbol in ("C", "Si"):
    mol, mo, ncore = average_orbitals(symbol)
    s_index = ncore - 1
    p_orbitals = mo[:, ncore:ncore + 3]
    F0, F2, G1 = radial_integrals(mol, mo[:, s_index], p_orbitals)

    # Repulsion alone in p2: diagonalization against radial quadrature
    _, eri_p = valence_integrals(mol, mo[:, :ncore], p_orbitals)
    levels = np.linalg.eigvalsh(full_matrix(np.zeros((3, 3)), eri_p, (1, 1)))
    predicted = [F0 - 5*F2]*3 + [F0 + F2]*5 + [F0 + 10*F2]
    assert np.allclose(levels, predicted, atol=2e-6)
    single = np.array([levels[:3].mean(), levels[3:8].mean(), levels[8]])
    assert abs((single[2]-single[1])/(single[1]-single[0]) - 1.5) < 1e-4

    # Mixing of s2p2 and p4, separated from the odd-parity sp3 states
    core = mo[:, :s_index]
    h, eri = valence_integrals(mol, core, mo[:, s_index:ncore + 3])
    matrix = full_matrix(h, eri, (2, 2))
    strings = cistring.make_strings(range(4), 2)
    s_count = np.array([(int(a) & 1) + (int(b) & 1)
                        for a in strings for b in strings])
    even = s_count != 1
    assert np.max(abs(matrix[np.ix_(even, ~even)])) < 1e-5
    mixed_levels = np.linalg.eigvalsh(matrix[np.ix_(even, even)])[:9]
    diagonal = np.diag(matrix)
    base = diagonal[s_count == 2].mean()
    gap = diagonal[s_count == 0].mean() - base
    K = G1/3
    lowering = [sqrt(gap**2/4 + (q*K)**2) - gap/2 for q in (1, 1, 2)]
    formula = base + F2*np.array([-5, 1, 10]) - np.array(lowering)
    assert np.allclose(mixed_levels, np.repeat(formula, [3, 5, 1]), atol=5e-6)
    mixed = np.array([mixed_levels[:3].mean(), mixed_levels[3:8].mean(),
                      mixed_levels[8]])
    assert abs((mixed[1] - mixed[0]) - 6*F2) < 5e-6
    assert (mixed[2]-mixed[1])/(mixed[1]-mixed[0]) < 1.5

    # Four-electron full CI with a frozen core, without and with d functions
    valence = mo[:, s_index:]
    is_d = np.array(["d" in label[2] for label in mol.ao_labels(fmt=None)])
    d_weight = np.sum(valence[is_d]**2, axis=0)
    assert np.all(np.minimum(d_weight, abs(d_weight - 1)) < 1e-5)
    assert np.sum(d_weight > 0.5) == 5
    without_d = full_ci_terms(*valence_integrals(mol, core,
                                                valence[:, d_weight < 0.5]))
    with_d = full_ci_terms(*valence_integrals(mol, core, valence))
    assert np.all(with_d <= without_d + 1e-8)

    print(symbol + " F0, F2: %.6f, %.6f hartree" % (F0, F2))
    print(symbol + " repulsion 3P, 1D, 1S: %.6f, %.6f, %.6f hartree"
          % tuple(single))
    print_intervals(symbol + " one configuration", single)
    print(symbol + " G1, K, p4 gap: %.6f, %.6f, %.6f hartree" % (G1, K, gap))
    print(symbol + " p4 lowering of 3P or 1D, and 1S: %.4f, %.4f eV"
          % (lowering[0]*HARTREE_EV, lowering[2]*HARTREE_EV))
    print_intervals(symbol + " s2p2 + p4", mixed)
    print_intervals(symbol + " valence full CI, s and p only", without_d)
    print_intervals(symbol + " valence full CI, with d", with_d)
    d_gain = (without_d - with_d)*HARTREE_EV
    print(symbol + " lowering by d, 3P, 1D, 1S: %.4f, %.4f, %.4f eV"
          % tuple(d_gain))

    (first, error1), (second, error2) = rough_data[symbol]
    low = (second - error2)/(first + error1)
    high = (second + error2)/(first - error1)
    assert high < 1.5 if symbol == "C" else low < 1.5 < high
    print(symbol + " rough measured intervals: %.2g, %.2g eV" % (first, second))
    print(symbol + " rough measured ratio: %.2g, rounding range %.2f to %.2f"
          % (second/first, low, high))

print("every check passed")
```

Running it gives:

```
5 c2(1,1), 5 c2(0,0): -1.000000, 2.000000
5 c2(1,0), 5 c2(1,-1): 1.732051, -2.449490
3P direct and exchange parts / F2: -2.0000, 3.0000
ML=MS=0 trace of F2 part / F2: 6.0000
F2 coefficients 3P, 1D, 1S: -5.0000, 1.0000, 10.0000
single-configuration ratio: 1.500000
C F0, F2: 0.534174, 0.009665 hartree
C repulsion 3P, 1D, 1S: 0.485851, 0.543839, 0.630822 hartree
C one configuration: 1D-3P 1.5779 eV, 1S-1D 2.3669 eV, ratio 1.5000
C G1, K, p4 gap: 0.343031, 0.114344, 0.749039 hartree
C p4 lowering of 3P or 1D, and 1S: 0.4644, 1.7497 eV
C s2p2 + p4: 1D-3P 1.5779 eV, 1S-1D 1.0816 eV, ratio 0.6855
C valence full CI, s and p only: 1D-3P 1.5231 eV, 1S-1D 0.9052 eV, ratio 0.5943
C valence full CI, with d: 1D-3P 1.4850 eV, 1S-1D 1.4458 eV, ratio 0.9736
C lowering by d, 3P, 1D, 1S: 1.0640, 1.1020, 0.5614 eV
C rough measured intervals: 1.3, 1.4 eV
C rough measured ratio: 1.1, rounding range 1.00 to 1.16
Si F0, F2: 0.329055, 0.006644 hartree
Si repulsion 3P, 1D, 1S: 0.295833, 0.335699, 0.395499 hartree
Si one configuration: 1D-3P 1.0848 eV, 1S-1D 1.6272 eV, ratio 1.5000
Si G1, K, p4 gap: 0.233564, 0.077855, 0.590224 hartree
Si p4 lowering of 3P or 1D, and 1S: 0.2747, 1.0492 eV
Si s2p2 + p4: 1D-3P 1.0848 eV, 1S-1D 0.8527 eV, ratio 0.7861
Si valence full CI, s and p only: 1D-3P 1.0373 eV, 1S-1D 0.7670 eV, ratio 0.7394
Si valence full CI, with d: 1D-3P 1.0085 eV, 1S-1D 1.1908 eV, ratio 1.1807
Si lowering by d, 3P, 1D, 1S: 1.2265, 1.2553, 0.8315 eV
Si rough measured intervals: 0.76, 1.1 eV
Si rough measured ratio: 1.4, rounding range 1.37 to 1.52
every check passed
```
